# Fourier Potential of a Point Charge near a Semiconductor–Insulator Interface, part 2

We seek the electrostatic potential of a fixed point charge $Q$ near a flat, abrupt interface at $z=0$. The semiconductor (permittivity $\varepsilon_s=\kappa_s\varepsilon_0$) fills $z>0$ and the insulator ($\varepsilon_i=\kappa_i\varepsilon_0$) fills $z<0$. SI units are used; $\varepsilon_0$ is the vacuum permittivity and $\kappa_s$, $\kappa_i$ are relative permittivities. The charge lies at height $z_0$ and in-plane position $\mathbf r=0$, where $\mathbf r=(x,y)$ and $r=|\mathbf r|$.

Both media are uniform, isotropic, linear and infinitely thick, with positive static permittivities. There is no gate, mobile carriers do not respond, and the interface carries no free charge apart from $Q$ itself when $z_0=0$.

The potential is represented by its in-plane Fourier components:

$$
\phi(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\phi(q,z),\qquad q=|\mathbf q|>0 .
$$

With a prime for $d/dz$ and $\varepsilon(z)$ the local permittivity, each component obeys

$$
\left[\varepsilon(z)\phi'(q,z)\right]'-\varepsilon(z)q^2\phi(q,z)=-Q\,\delta(z-z_0).
$$

Away from the interface and the charge, the solutions are $e^{qz}$ and $e^{-qz}$. The potential is continuous everywhere and vanishes as $z\to\pm\infty$. For $z_0\neq0$ the slopes satisfy

$$
\varepsilon_s\phi'(q,0^+)=\varepsilon_i\phi'(q,0^-),
$$

$$
\varepsilon_Q\left[\phi'(q,z_0^+)-\phi'(q,z_0^-)\right]=-Q ,
$$

where $\varepsilon_Q$ is the permittivity of the medium that holds the charge: $\varepsilon_Q=\varepsilon_s$ for $z_0>0$ and $\varepsilon_Q=\varepsilon_i$ for $z_0<0$. Any function that meets these conditions is the solution.

Section 5 treated a medium of permittivity $\varepsilon_s$ that fills all space. The form $C e^{-q|z-z_0|}$ has slope $+qC$ just below the charge and $-qC$ just above, so the jump condition becomes

$$
\varepsilon_s(-qC-qC)=-Q,
\qquad\text{so}\qquad
C=\frac{Q}{2\varepsilon_sq}.
$$

The resulting potential is called the direct term:

$$
\phi_{\rm uni}(q,z)=\frac{Q}{2\varepsilon_sq}\,e^{-q|z-z_0|}.
$$

## 6. Charge in the semiconductor

Let $z_0>0$. In the semiconductor the solution is the direct term plus a solution of the equation without source. The latter must decay as $z\to+\infty$, so it is proportional to $e^{-qz}$. In the insulator there is no source, and the decaying solution is proportional to $e^{qz}$:

$$
\phi(q,z)=
\begin{cases}
\dfrac{Q}{2\varepsilon_sq}e^{-q|z-z_0|}+A e^{-qz}, & z>0,\\[2mm]
B e^{qz}, & z<0.
\end{cases}
$$

The direct term already produces the required jump at the charge, and the term with $A$ is smooth there. Two interface conditions remain for the two unknowns. Write the value of the direct term at the interface as

$$
P=\frac{Q}{2\varepsilon_sq}e^{-qz_0}.
$$

Continuity of the potential at $z=0$ gives $P+A=B$.

For the slope, note that $|z-z_0|=z_0-z$ between the interface and the charge. There the direct term is $Pe^{qz}$, with slope $+qP$ at the interface. The term $Ae^{-qz}$ has slope $-qA$, and $Be^{qz}$ has slope $+qB$. Continuity of $\varepsilon\phi'$ gives

$$
\varepsilon_sq(P-A)=\varepsilon_iqB .
$$

Divide by $q$ and insert $B=P+A$:

$$
\varepsilon_sP-\varepsilon_sA=\varepsilon_iP+\varepsilon_iA,
\qquad\text{so}\qquad
(\varepsilon_s-\varepsilon_i)P=(\varepsilon_s+\varepsilon_i)A .
$$

It is convenient to define the dielectric contrast

$$
\beta=\frac{\varepsilon_s-\varepsilon_i}{\varepsilon_s+\varepsilon_i},
\qquad
1+\beta=\frac{2\varepsilon_s}{\varepsilon_s+\varepsilon_i},
\qquad
1-\beta=\frac{2\varepsilon_i}{\varepsilon_s+\varepsilon_i}.
$$

For positive permittivities $|\beta|<1$. The amplitudes are $A=\beta P$ and

$$
B=(1+\beta)P
=\frac{2\varepsilon_s}{\varepsilon_s+\varepsilon_i}\,\frac{Q}{2\varepsilon_sq}e^{-qz_0}
=\frac{Q}{(\varepsilon_s+\varepsilon_i)q}e^{-qz_0}.
$$

The solution for a charge in the semiconductor is

$$
\phi(q,z)=
\begin{cases}
\dfrac{Q}{2\varepsilon_sq}\left[e^{-q|z-z_0|}+\beta e^{-q(z+z_0)}\right], & z>0,\\[3mm]
\dfrac{Q}{(\varepsilon_s+\varepsilon_i)q}\,e^{-q(z_0-z)}, & z<0.
\end{cases}
$$

Three values of $\beta$ help to read it. For equal permittivities $\beta=0$, and the uniform result returns. If $\varepsilon_i\gg\varepsilon_s$, then $\beta\to-1$. The two terms cancel at $z=0$, and the insulator holds the interface at zero potential as a grounded metal would. If $\varepsilon_i\ll\varepsilon_s$, then $\beta\to1$. The slope $q(P-A)$ at the upper side of the interface tends to zero, and little displacement flux enters the insulator.

## 7. Charge in the insulator

Let $z_0<0$. Reflection of the whole system in the plane $z=0$ puts the charge at height $|z_0|$ in an upper medium of permittivity $\varepsilon_i$, above a lower medium of permittivity $\varepsilon_s$. This is the problem just solved, with $\varepsilon_s$ and $\varepsilon_i$ exchanged. The exchange changes $\beta$ into $-\beta$ and leaves $\varepsilon_s+\varepsilon_i$ as it is. After reflection back,

$$
\phi(q,z)=
\begin{cases}
\dfrac{Q}{2\varepsilon_iq}\left[e^{-q|z-z_0|}-\beta e^{-q(|z|+|z_0|)}\right], & z<0,\\[3mm]
\dfrac{Q}{(\varepsilon_s+\varepsilon_i)q}\,e^{-q(z-z_0)}, & z>0.
\end{cases}
$$

The second line is the one needed for channel carriers scattered by a charge in the insulator. Since $z_0$ is negative, $z-z_0=z+|z_0|$ is the full perpendicular distance between carrier and charge.

## 8. One formula for all heights

Let $s=+1$ for $z_0>0$ and $s=-1$ for $z_0<0$. The four expressions above are contained in

$$
\boxed{\;
\phi(q,z)=\frac{Q}{2\varepsilon_Qq}
\left[e^{-q|z-z_0|}+s\beta\,e^{-q(|z|+|z_0|)}\right]
\;}
$$

When $z$ and $z_0$ lie on the same side, this is the first line of the corresponding solution. When they lie on opposite sides, $|z-z_0|=|z|+|z_0|$. The two exponentials are then equal and the bracket becomes $(1+s\beta)e^{-q|z-z_0|}$. The expressions for $1\pm\beta$ give, for both signs of $s$,

$$
\frac{1+s\beta}{2\varepsilon_Q}=\frac{1}{\varepsilon_s+\varepsilon_i},
$$

which reproduces the second lines.

A charge located at the interface is the limit $z_0\to0$. From either side the formula tends to

$$
\phi(q,z)=\frac{Q}{(\varepsilon_s+\varepsilon_i)q}\,e^{-q|z|}.
$$

There is no ambiguity about which medium holds the charge. The same result follows directly, since the slopes $\mp q\phi$ above and below the plane must satisfy $\varepsilon_s\phi'(0^+)-\varepsilon_i\phi'(0^-)=-Q$.

The formula also obeys reciprocity: exchange of $z$ and $z_0$ leaves it unchanged. On the same side both exponents are symmetric and $\varepsilon_Q$ is the same. On opposite sides the result depends only on $|z-z_0|$ and $\varepsilon_s+\varepsilon_i$. Two equal charges therefore feel each other's potential equally, even when they are in different media.

# Second half: physical content and use

## 9. The interface charge behind the image term

The symbols and results needed here are as follows. The semiconductor ($\varepsilon_s$) occupies $z>0$ and the insulator ($\varepsilon_i$) occupies $z<0$. The charge $Q$ lies at height $z_0$ in the medium of permittivity $\varepsilon_Q$, with $s=+1$ in the semiconductor and $s=-1$ in the insulator. With $\beta=(\varepsilon_s-\varepsilon_i)/(\varepsilon_s+\varepsilon_i)$, the potential component for in-plane wavevector $q>0$ is

$$
\phi(q,z)=\frac{Q}{2\varepsilon_Qq}
\left[e^{-q|z-z_0|}+s\beta e^{-q(|z|+|z_0|)}\right],
$$

and when $z$ and $z_0$ lie on opposite sides it equals $Q e^{-q|z-z_0|}/[(\varepsilon_s+\varepsilon_i)q]$.

The second term is the potential of polarization charge at the interface. To see this, use the electric field $\mathbf E=-\nabla\phi$, whose divergence is the total charge density, free plus bound, divided by $\varepsilon_0$. For $z_0\neq0$ the interface has no free charge, so its bound charge per area is

$$
\sigma_b(q)=\varepsilon_0\left[E_z(0^+)-E_z(0^-)\right]
=\varepsilon_0\left[\phi'(q,0^-)-\phi'(q,0^+)\right].
$$

The direct term is smooth at $z=0$ and does not contribute. The second term is proportional to $e^{-q|z|}$, whose slope is $+q$ below the plane and $-q$ above. The difference is $2q$, hence

$$
\sigma_b(q)=\varepsilon_0\,2q\,\frac{Qs\beta}{2\varepsilon_Qq}e^{-q|z_0|}
=s\beta Q\,\frac{\varepsilon_0}{\varepsilon_Q}\,e^{-q|z_0|}.
$$

A charged sheet in vacuum produces the potential $\sigma_b e^{-q|z|}/(2\varepsilon_0q)$, by the jump argument of section 5 with $\varepsilon_0$ in place of $\varepsilon_s$. Insertion of $\sigma_b$ gives

$$
\frac{\sigma_b(q)}{2\varepsilon_0q}e^{-q|z|}
=\frac{s\beta Q}{2\varepsilon_Qq}e^{-q(|z|+|z_0|)},
$$

which is the second term on both sides of the interface. The first term has a similar reading. The medium around $Q$ is polarized, and the total charge at that point is $Q\varepsilon_0/\varepsilon_Q$. Its vacuum potential is the direct term.

The limit $q\to0$ of $\sigma_b(q)$ is the total bound charge on the plane, $s\beta Q\varepsilon_0/\varepsilon_Q$. For $\varepsilon_s>\varepsilon_i$ it has the sign of $Q$ when $Q$ is in the semiconductor, and the opposite sign when $Q$ is in the insulator. The reason is continuity of $D_z$: the field is stronger in the medium of lower permittivity. If $Q>0$ lies in the semiconductor, the field at the plane points downward and grows on entering the insulator. Field lines must then start at the interface, which requires positive charge there.

## 10. Return to real space

The component depends on $q=|\mathbf q|$, so the angular part of the inverse transform can be done first. With

$$
J_0(x)=\frac1{2\pi}\int_0^{2\pi}e^{ix\cos\theta}d\theta,
\qquad
\phi(r,z)=\frac1{2\pi}\int_0^\infty q\,J_0(qr)\,\phi(q,z)\,dq .
$$

The factor $q$ from the area element cancels the $1/q$ of the potential, so small $q$ causes no divergence. Each term requires the integral, for $a>0$,

$$
K(a)=\int_0^\infty J_0(qr)e^{-qa}dq
=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{a-ir\cos\theta}.
$$

Here the $q$ integral was done first, which the factor $e^{-qa}$ permits. Multiply numerator and denominator by $a+ir\cos\theta$. The imaginary part changes sign under $\theta\to\pi-\theta$ and integrates to zero. The real part is the same in all four quadrants:

$$
K(a)=\frac2\pi\int_0^{\pi/2}\frac{a\,d\theta}{a^2+r^2\cos^2\theta}.
$$

Put $t=\tan\theta$, so that $\cos^2\theta=1/(1+t^2)$ and $d\theta=dt/(1+t^2)$. Then

$$
K(a)=\frac2\pi\int_0^\infty\frac{a\,dt}{a^2+r^2+a^2t^2}
=\frac2\pi\,\frac{\pi}{2\sqrt{a^2+r^2}}
=\frac1{\sqrt{r^2+a^2}} .
$$

Use this with $a=|z-z_0|$ and with $a=|z|+|z_0|$. In the plane of the charge, $z=z_0$, the first of these is zero, and the value $1/r$ for $r>0$ is taken as the limit $a\to0$. The potential is

$$
\phi(r,z)=\frac{Q}{4\pi\varepsilon_Q}
\left[\frac1{\sqrt{r^2+(z-z_0)^2}}
+\frac{s\beta}{\sqrt{r^2+(|z|+|z_0|)^2}}\right].
$$

On the side of the charge, $|z|+|z_0|=|z+z_0|$. The second term is the potential of an image charge $s\beta Q$ at the mirror position $-z_0$. On the other side both distances are equal, and

$$
\phi(r,z)=\frac{Q}{2\pi(\varepsilon_s+\varepsilon_i)\sqrt{r^2+(z-z_0)^2}} .
$$

Seen from there, the source appears at its true position. No charge exists at the mirror point; the image represents the effect of the spread-out interface charge of section 9.

## 11. Long waves and large distances

Let the two permittivities be of comparable size, so that $1+s\beta$ is not small. If $q(|z|+|z_0|)\ll1$, both exponentials are close to one. The bracket becomes $1+s\beta$, and

$$
\phi(q,z)\simeq\frac{Q}{(\varepsilon_s+\varepsilon_i)q}.
$$

This is the potential in a uniform medium with the mean permittivity $(\varepsilon_s+\varepsilon_i)/2$. It does not matter which medium holds the charge. In real space the corresponding statement is $\phi\simeq Q/[2\pi(\varepsilon_s+\varepsilon_i)r]$ for $r\gg|z|+|z_0|$. At such distances the field spreads through both half-spaces.

## 12. How the interface changes the scattering potential

Let the carriers occupy a thin sheet at height $z>0$. Compare the true potential with the one found if semiconductor filled all space, $Qe^{-q|z-z_0|}/(2\varepsilon_sq)$. Their ratio is called $R$.

For a charge in the semiconductor, the difference of the two exponents is $q[(z+z_0)-|z-z_0|]$, which equals $2q$ times the smaller height. Thus

$$
R=1+\beta e^{-2q\min(z,z_0)}\qquad(z_0>0).
$$

For a charge in the insulator or at the interface,

$$
R=\frac{2\varepsilon_s}{\varepsilon_s+\varepsilon_i}=1+\beta\qquad(z_0\le0).
$$

In the first case the interface matters for long waves and loses its influence only when both heights are large compared with $1/q$, because the smaller one sets the exponent. In the second case the ratio is the same for every $q$ and every carrier height.

Now take electron states $e^{i\mathbf k\cdot\mathbf r}/\sqrt S$ in a sheet of area $S$. The potential energy is $-e\phi$, where $e>0$ is the elementary charge. The matrix element for $\mathbf k\to\mathbf k'$ is

$$
M=\frac1S\int d^2r\,e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf r}
\left[-e\phi(\mathbf r,z)\right]
=-\frac{e}{S}\phi(q,z),\qquad q=|\mathbf k'-\mathbf k|.
$$

The golden rule, which is the lowest order in the potential, gives a transition rate proportional to $|M|^2$. In this order, with the carrier states held fixed and no screening, the interface multiplies the rate at given $q$ by $R^2$. The lowest order requires weak scattering. For an unscreened charge in the plane of the carriers at the interface, the parameter $m e|Q|/[2\pi(\varepsilon_s+\varepsilon_i)\hbar^2k]$, with $m$ the carrier mass, must be small. For slow carriers it is not, and the rate then changes by less than $R^2$.

A layer of finite thickness with normalized density $n(z)$ requires $\int n(z)\phi(q,z)dz$. For $z_0\le0$ the ratio $1+\beta$ survives this average, provided the carriers remain in the semiconductor. For $z_0>0$ the average must be carried out if some carriers lie between the interface and the charge, because $R$ depends on $z$ there. If all carriers lie above the charge, the ratio is $1+\beta e^{-2qz_0}$ at every height and survives the average too.

## 13. Screening by the channel

The interface also changes the potential of the screening charge. Let the carriers in the thin sheet respond linearly, with induced charge per area $\rho_{\rm ind}(q)=-e^2\Pi(q)\phi_{\rm tot}(q)$ and $\Pi>0$. The potential that this charge creates in its own sheet follows from our formula with $z_0=z$. It is $g\rho_{\rm ind}$, where

$$
g(q)=\frac{1+\beta e^{-2qz}}{2\varepsilon_sq}.
$$

The total potential is the external one plus the induced one, $\phi_{\rm tot}=\phi-e^2\Pi g\phi_{\rm tot}$, so

$$
\phi_{\rm tot}(q)=\frac{\phi(q,z)}{1+e^2\Pi(q)g(q)} .
$$

For $\beta>0$ the interface raises both $\phi$ and $g$. If screening is strong, $e^2\Pi g\gg1$, the total potential is proportional to $\phi/g$. At fixed $\Pi$, the change caused by the interface is then $R/(1+\beta e^{-2qz})$ instead of $R$. For a charge in the insulator and $qz\ll1$ this tends to one. For long waves under strong screening the factor $R^2$ must therefore not be applied to the screened rate. For $qz\gg1$ the interface hardly changes $g$, and for weak screening, $e^2\Pi g\ll1$, the denominator is close to one. In both cases the change returns to $R$.

## 14. Worked example

Take the round values $\kappa_s=12$ and $\kappa_i=4$, a charge $Q=+e$, and carriers at $z=3$ nm. Then $\beta=(12-4)/(12+4)=0.5$ and $Q/\varepsilon_0=18.095$ V nm.

For a charge in the semiconductor at $z_0=2$ nm and for $q=0.2$ nm$^{-1}$, the two terms are

$$
\frac{18.095}{2\times12\times0.2}\,e^{-0.2\times1}=3.09,
\qquad
\frac{18.095\times0.5}{2\times12\times0.2}\,e^{-0.2\times5}=0.69,
$$

in V nm$^2$. Their sum is 3.78 V nm$^2$, and $R=3.78/3.09=1.22$.

For a charge in the insulator at $z_0=-2$ nm, the same $q$ gives

$$
\frac{18.095}{(12+4)\times0.2}\,e^{-0.2\times5}=2.080\ \text{V nm}^2,
$$

with $R=1.5$. The dependence on $q$ is:

| $q$ (nm$^{-1}$) | $\phi$, $z_0=2$ nm (V nm$^2$) | $R^2$ | $\phi$, $z_0=-2$ nm (V nm$^2$) | $R^2$ |
|---|---|---|---|---|
| 0.05 | 20.22 | 1.99 | 17.62 | 2.25 |
| 0.20 | 3.78 | 1.50 | 2.08 | 2.25 |
| 0.50 | 0.98 | 1.14 | 0.19 | 2.25 |

At the smallest $q$ the two charges have similar effects, as the long-wave limit requires. This row needs an insulator some tens of nanometres thick. A gate a few nanometres away (section 15) has $2qt<1$ at this $q$, lowers both values strongly and removes their similarity. At the largest $q$ the charge in the insulator produces a much weaker potential at the carriers, because its perpendicular distance from them is 5 nm instead of 1 nm. Distance alone gives the factor $e^{-0.5\times4}=0.135$. The interface works the other way, by $1.5/1.068=1.40$, and the ratio of the two potentials is 0.19.

The total interface charge is $0.5e/12=+0.042e$ in the first case and $-0.5e/4=-0.125e$ in the second. At the in-plane distance $r=4$ nm the real-space potentials are

$$
\frac{18.095}{4\pi\times12}\left[\frac1{\sqrt{17}}+\frac{0.5}{\sqrt{41}}\right]\text{V}=38.5\ \text{mV},
\qquad
\frac{18.095}{2\pi\times16\sqrt{41}}\,\text{V}=28.1\ \text{mV}.
$$

With $\kappa_i=20$ instead, $\beta=-0.25$. For the charge in the insulator and $q=0.2$ nm$^{-1}$ the potential falls from 2.08 to 1.04 V nm$^2$, because $\kappa_s+\kappa_i$ doubles from 16 to 32. Now $R^2=0.56$ instead of 2.25. An insulator of high static permittivity thus weakens the unscreened potential of a given fixed charge. This says nothing about the number of such charges or about other scattering processes.

## 15. Where the result fails

A grounded gate at $z=-t$ forces the potential to vanish there. For a charge in the semiconductor, the insulator solution $Be^{qz}$ must be joined by a term $Ce^{-qz}$ with $C=-Be^{-2qt}$. The gate can be ignored if $e^{-2qt}\ll1$. For a charge in the insulator at depth $d=|z_0|<t$, the direct term reaches the gate with the factor $e^{-q(t-d)}$. The term that cancels it there returns to the interface with a further factor $e^{-qt}$. Relative to the direct factor $e^{-qd}$ this is $e^{-2q(t-d)}$, which must be small. The long-wave form of section 11 therefore fails for $q$ below about $1/t$ when the charge is in the semiconductor, and already below about $1/(t-d)$ when it is in the insulator.

At wavelengths near the atomic spacing, neither a local permittivity nor an abrupt interface is justified. Carriers that penetrate into the insulator must be averaged with the potential for $z<0$ as well.

Finally, $\phi$ is the potential of the fixed charge. A carrier also polarizes the interface itself, which gives it an additional energy. At a flat interface this energy depends on the carrier's height but not on its position along the plane. It changes the confinement of the carriers, and has no component with $q\neq0$ that could scatter them along the plane.

Numerical values quoted here were computed with a short program.
